# Ambipolar Transport and the Drift of a Haynes–Shockley Pulse: a program that tests the result

```python
"""
Result under test: an excess electron-hole pulse d(x,t) in a uniform
semiconductor obeys  dd/dt = D_a d'' - mu_a E d' - d/tau  with
  mu_a = (n - p)/(n/mu_p + p/mu_n),  D_a = (n + p)/(n/D_p + p/D_n).
n, p: electron and hole densities; mu_n, mu_p: mobilities; D_n, D_p:
diffusion constants; E: field; tau: lifetime. At fixed total current the
centroid velocity is E0 times the d-weighted mean of mu_a, where E0 is the
field far from the pulse. It vanishes for intrinsic material.
The reference simulation keeps both carriers and Poisson's equation.
Simulation units: um, ns, V, and 1e15 cm^-3 for densities.
"""
import numpy as np
import sympy as sy
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# Rough, rounded parameters in the regime of PbTe near room temperature
T = 300.0                   # K
MU_N, MU_P = 1700.0, 800.0  # cm2/Vs
NI = 10.0                   # intrinsic density, 1e15 cm^-3
EPS_R = 400.0               # static relative permittivity
GAP = 0.31                  # eV
MASS_DOS = 0.3              # density-of-states mass / electron mass
HEAT_CAP = 1.2              # J/(cm3 K)
ENERGY_RELAX = 1e-12        # s, assumed energy relaxation time
FIELD = 100.0               # V/cm
TAU, T_END = 200.0, 100.0   # ns
SIGMA0 = 10.0               # um

q = const.e
VT = const.k * T / q
mn, mp = 0.1 * MU_N, 0.1 * MU_P         # um2/(V ns)
Dn, Dp = mn * VT, mp * VT              # um2/ns
E0 = FIELD * 1e-4                      # V/um
kappa = EPS_R * const.epsilon_0 / q * 1e12 / 1e21


def equilibrium(net, ni=NI):
    """Electron and hole densities for a net donor density."""
    root = np.sqrt(net**2 / 4 + ni**2)
    return root + net / 2, root - net / 2


def mu_ambipolar(n, p):
    return (n - p) / (n / mp + p / mn)


def d_ambipolar(n, p):
    return (n + p) / (n / Dp + p / Dn)


def d_space_charge(n, p):
    """Extra spreading from incomplete neutrality, leading order."""
    s = mn * n + mp * p
    return (kappa / s) * mn * mp * n * p * ((mn + mp) * E0 / s)**2


# Symbolic test: weighted continuity equations give the ambipolar equation
X = sy.symbols("x", real=True)
a, b, n_eq, p_eq, v = sy.symbols("a b n_eq p_eq v", positive=True)
d, F = sy.Function("d")(X), sy.Function("F")(X)
ns, ps = n_eq + d, p_eq + d
rate_n = a * v * sy.diff(ns, X, 2) + a * sy.diff(ns * F, X)
rate_p = b * v * sy.diff(ps, X, 2) - b * sy.diff(ps * F, X)
combined = (b * ps * rate_n + a * ns * rate_p) / (a * ns + b * ps)
target = ((ns + ps) / (ns / (b * v) + ps / (a * v)) * sy.diff(d, X, 2)
          - (ns - ps) / (ns / b + ps / a) * F * sy.diff(d, X))
assert sy.simplify(combined - target) == 0

# Small-signal test: slow eigenvalue of the two carriers with Poisson
k = 1e-3  # 1/um
for net in (100.0, 10.0, 0.0, -100.0):
    n0, p0 = equilibrium(net)
    M = np.array([
        [1j * k * mn * E0 - Dn * k**2 - mn * n0 / kappa, mn * n0 / kappa],
        [mp * p0 / kappa, -1j * k * mp * E0 - Dp * k**2 - mp * p0 / kappa]])
    modes = np.linalg.eigvals(M)
    slow = modes[np.argmax(modes.real)]
    assert abs(-slow.imag / k - mu_ambipolar(n0, p0) * E0) < 1e-5
    d_total = d_ambipolar(n0, p0) + d_space_charge(n0, p0)
    assert abs(-slow.real / k**2 / d_total - 1) < 1e-4

# Periodic finite-volume grid: densities in cells, field on faces
N = 400
dx = 600.0 / N
x = -350.0 + (np.arange(N) + 0.5) * dx
eye = sp.identity(N, format="csr")
shift = sp.diags([np.ones(N - 1), np.ones(1)], [1, -(N - 1)],
                 shape=(N, N), format="csr")
AVG = ((eye + shift) / 2).tocsr()
GRAD = ((shift - eye) / dx).tocsr()
DIV = ((eye - shift.T) / dx).tocsr()


def simulate(net, peak):
    """Solve for hole excess u and field e; n follows from Gauss's law."""
    n0, p0 = equilibrium(net)
    current = (mn * n0 + mp * p0) * E0

    def rhs(t, y):
        u, e = y[:N], y[N:]
        dn = u - kappa * (DIV @ e)
        hole = mp * (p0 + AVG @ u) * e - Dp * (GRAD @ u)
        elec = mn * (n0 + AVG @ dn) * e + Dn * (GRAD @ dn)
        return np.concatenate([-(DIV @ hole) - u / TAU,
                               (current - hole - elec) / kappa])

    def jac(t, y):
        u, e = y[:N], y[N:]
        dn = u - kappa * (DIV @ e)
        h_u = mp * sp.diags(e) @ AVG - Dp * GRAD
        h_e = sp.diags(mp * (p0 + AVG @ u))
        c_n = mn * sp.diags(e) @ AVG + Dn * GRAD
        c_e = sp.diags(mn * (n0 + AVG @ dn)) - kappa * (c_n @ DIV)
        return sp.bmat([[-(DIV @ h_u) - eye / TAU, -(DIV @ h_e)],
                        [-(h_u + c_n) / kappa, -(h_e + c_e) / kappa]],
                       format="csc")

    u0 = peak * np.exp(-x**2 / (2 * SIGMA0**2))
    cond = mn * (n0 + AVG @ u0) + mp * (p0 + AVG @ u0)
    e0 = (current - (Dn - Dp) * (GRAD @ u0)) / cond
    times = np.linspace(0, T_END, 201)
    sol = solve_ivp(rhs, (0, T_END), np.concatenate([u0, e0]), method="BDF",
                    jac=jac, t_eval=times, rtol=1e-7, atol=1e-9)
    assert sol.success
    u = sol.y[:N]
    total = u.sum(axis=0)
    centre = (x[:, None] * u).sum(axis=0) / total
    var = (x[:, None]**2 * u).sum(axis=0) / total - centre**2
    speed = E0 * (mu_ambipolar(n0 + u, p0 + u) * u).sum(axis=0) / total
    law = np.sum((speed[1:] + speed[:-1]) / 2 * np.diff(times))
    return (centre[-1] - centre[0], law, var[-1] - var[0],
            np.sqrt(var[-1]), total[-1] / total[0])


print(f"Temperature {T:.0f} K, thermal voltage {1e3*VT:.2f} mV")
print(f"Mobilities: electrons {MU_N:.0f}, holes {MU_P:.0f} cm2/Vs")
print(f"Diffusion constants: electrons {10*Dn:.2f}, holes {10*Dp:.2f} cm2/s")
print(f"Intrinsic density {NI*1e15:.1e} cm^-3, permittivity {EPS_R:.0f}")
print(f"Field {FIELD:.0f} V/cm, time {T_END:.0f} ns, lifetime {TAU:.0f} ns")
print(f"Initial pulse standard deviation {SIGMA0:.0f} um")
print(f"Free drift distance: holes +{mp*E0*T_END:.1f} um, "
      f"electrons {-mn*E0*T_END:.1f} um")

cases = [("n-type", 100.0, 0.1), ("weakly n-type", 10.0, 0.1),
         ("intrinsic", 0.0, 0.1), ("p-type", -100.0, 0.1),
         ("n-type, strong injection", 100.0, 100.0),
         ("intrinsic, strong injection", 0.0, 100.0)]
for name, net, peak in cases:
    n0, p0 = equilibrium(net)
    mu_a, d_a = mu_ambipolar(n0, p0), d_ambipolar(n0, p0)
    moved, law, growth, width, left = simulate(net, peak)
    weak = mu_a * E0 * T_END
    assert abs(moved - law) < 0.1 + 0.005 * abs(law)
    assert abs(left / np.exp(-T_END / TAU) - 1) < 1e-3
    if peak < 1:
        assert abs(moved - weak) < 0.1 + 0.01 * abs(weak)
        assert abs(growth / (2 * d_a * T_END) - 1) < 0.015
    if net == 0:
        assert abs(moved) < 0.1
    elif peak > 1:
        assert abs(moved) < 0.9 * abs(weak)
    print(f"{name}: net donors {net*1e15:.1e}, peak excess "
          f"{peak*1e15:.1e} cm^-3")
    print(f"  n0 {n0*1e15:.3e}, p0 {p0*1e15:.3e} cm^-3; "
          f"mu_a {10*mu_a:.1f} cm2/Vs, D_a {10*d_a:.2f} cm2/s")
    print(f"  drift: simulated {moved:.2f}, centroid law {law:.2f}, "
          f"weak-pulse formula {weak:.2f} um")
    print(f"  final standard deviation: simulated {width:.2f}, weak-pulse "
          f"{np.sqrt(SIGMA0**2 + 2*d_a*T_END):.2f} um; left {left:.4f}")

# Sizes of neglected effects for the example's own numbers
print("Neglected effects:")
for name, net in (("n-type", 100.0), ("intrinsic", 0.0)):
    n0, p0 = equilibrium(net)
    s0 = mn * n0 + mp * p0
    debye = np.sqrt(kappa * VT / (n0 + p0))
    print(f"  {name}: Debye length {debye:.3f} um, dielectric relaxation "
          f"{1e3*kappa/s0:.2f} ps")
    print(f"  {name}: space-charge spreading "
          f"{10*d_space_charge(n0, p0):.4f} cm2/s")
    sigma = q * 1e15 * (MU_N * n0 + MU_P * p0)
    heat = sigma * FIELD**2 * T_END * 1e-9 / HEAT_CAP
    print(f"  {name}: current density {sigma*FIELD:.0f} A/cm2, "
          f"lattice heating {heat:.4f} K")
    print(f"  {name}: relative change of radiative rate at weak-pulse "
          f"peak {0.1/(n0+p0):.4f}")

n0, p0 = equilibrium(100.0)
n_band = 2 * (2 * np.pi * MASS_DOS * const.m_e * const.k * T
              / const.h**2)**1.5 * 1e-6
print(f"  effective density of states {n_band:.2e} cm^-3 "
      f"(mass {MASS_DOS:.1f} m_e)")
print(f"  intrinsic density from gap {GAP:.2f} eV: "
      f"{n_band*np.exp(-GAP/(2*VT)):.2e} cm^-3")
print(f"  degeneracy correction to D_n/mu_n, n-type: "
      f"{100*n0*1e15/(np.sqrt(8)*n_band):.2f} percent")
gain = MU_N * FIELD**2 * ENERGY_RELAX
print(f"  electron heating {gain:.1e} eV (relaxation "
      f"{ENERGY_RELAX*1e12:.0f} ps), thermal energy {1.5*VT:.4f} eV")
T_HOT = 400.0
ni_hot = NI * (T_HOT / T)**1.5 * np.exp(
    GAP * q / (2 * const.k) * (1 / T - 1 / T_HOT))
n_hot, p_hot = equilibrium(100.0, ni_hot)
print(f"  at {T_HOT:.0f} K, gap and mobilities held: intrinsic density "
      f"{ni_hot*1e15:.2e} cm^-3")
print(f"  at {T_HOT:.0f} K the n-type sample has mu_a "
      f"{10*mu_ambipolar(n_hot, p_hot):.0f} cm2/Vs")
print("verified")
```

It prints:

```
Temperature 300 K, thermal voltage 25.85 mV
Mobilities: electrons 1700, holes 800 cm2/Vs
Diffusion constants: electrons 43.95, holes 20.68 cm2/s
Intrinsic density 1.0e+16 cm^-3, permittivity 400
Field 100 V/cm, time 100 ns, lifetime 200 ns
Initial pulse standard deviation 10 um
Free drift distance: holes +80.0 um, electrons -170.0 um
n-type: net donors 1.0e+17, peak excess 1.0e+14 cm^-3
  n0 1.010e+17, p0 9.902e+14 cm^-3; mu_a 788.5 cm2/Vs, D_a 20.79 cm2/s
  drift: simulated 78.81, centroid law 78.81, weak-pulse formula 78.85 um
  final standard deviation: simulated 22.71, weak-pulse 22.71 um; left 0.6065
weakly n-type: net donors 1.0e+16, peak excess 1.0e+14 cm^-3
  n0 1.618e+16, p0 6.180e+15 cm^-3; mu_a 419.1 cm2/Vs, D_a 24.23 cm2/s
  drift: simulated 41.80, centroid law 41.80, weak-pulse formula 41.91 um
  final standard deviation: simulated 24.20, weak-pulse 24.18 um; left 0.6065
intrinsic: net donors 0.0e+00, peak excess 1.0e+14 cm^-3
  n0 1.000e+16, p0 1.000e+16 cm^-3; mu_a 0.0 cm2/Vs, D_a 28.13 cm2/s
  drift: simulated -0.00, centroid law 0.00, weak-pulse formula 0.00 um
  final standard deviation: simulated 25.79, weak-pulse 25.74 um; left 0.6065
p-type: net donors -1.0e+17, peak excess 1.0e+14 cm^-3
  n0 9.902e+14, p0 1.010e+17 cm^-3; mu_a -1649.0 cm2/Vs, D_a 43.47 cm2/s
  drift: simulated -164.76, centroid law -164.76, weak-pulse formula -164.90 um
  final standard deviation: simulated 31.14, weak-pulse 31.14 um; left 0.6065
n-type, strong injection: net donors 1.0e+17, peak excess 1.0e+17 cm^-3
  n0 1.010e+17, p0 9.902e+14 cm^-3; mu_a 788.5 cm2/Vs, D_a 20.79 cm2/s
  drift: simulated 54.90, centroid law 54.88, weak-pulse formula 78.85 um
  final standard deviation: simulated 25.51, weak-pulse 22.71 um; left 0.6065
intrinsic, strong injection: net donors 0.0e+00, peak excess 1.0e+17 cm^-3
  n0 1.000e+16, p0 1.000e+16 cm^-3; mu_a 0.0 cm2/Vs, D_a 28.13 cm2/s
  drift: simulated 0.00, centroid law 0.00, weak-pulse formula 0.00 um
  final standard deviation: simulated 25.75, weak-pulse 25.74 um; left 0.6065
Neglected effects:
  n-type: Debye length 0.075 um, dielectric relaxation 1.28 ps
  n-type: space-charge spreading 0.0004 cm2/s
  n-type: current density 2763 A/cm2, lattice heating 0.0230 K
  n-type: relative change of radiative rate at weak-pulse peak 0.0010
  intrinsic: Debye length 0.169 um, dielectric relaxation 8.84 ps
  intrinsic: space-charge spreading 0.1203 cm2/s
  intrinsic: current density 401 A/cm2, lattice heating 0.0033 K
  intrinsic: relative change of radiative rate at weak-pulse peak 0.0050
  effective density of states 4.12e+18 cm^-3 (mass 0.3 m_e)
  intrinsic density from gap 0.31 eV: 1.03e+16 cm^-3
  degeneracy correction to D_n/mu_n, n-type: 0.87 percent
  electron heating 1.7e-05 eV (relaxation 1 ps), thermal energy 0.0388 eV
  at 400 K, gap and mobilities held: intrinsic density 6.89e+16 cm^-3
  at 400 K the n-type sample has mu_a 527 cm2/Vs
verified
```
